# Quasiparticle recovery and phonon trapping in superconducting films: the Rothwarf-Taylor equations: test program

```python
# Rothwarf-Taylor equations: n quasiparticle density, N density of phonons above 2*Delta
#   dn/dt = -R n^2 + 2 b N ,  dN/dt = R n^2/2 - b N - c (N - NT) ,  R nT^2 = 2 b NT
# b pair-breaking rate, c phonon escape rate, G = 2 R nT bare linear rate, S = G+b+c.
# Result under test: final recovery rate lam- = 2Gc/(S+sqrt(S^2-4Gc)) < min(G,c);
# -> G (c >> b,G), G c/(b+c) (G << b+c), c G/(b+G) (c << b), c (c << b << G);
# plus closed nonlinear laws: Riccati (c=0), coth (low density), implicit (c << b).
# Scaled variables: n = nT(1+p), N = NT(1+q). Units: eV, micrometre, ns.
import numpy as np, sympy as sp
from scipy import constants as K
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

# ---- symbolic identities from the raw equations
n, N, R, b, c, nT, G, p, q, L, lam, x0, t = sp.symbols('n N R b c nT G p q L lam x0 t', positive=True)
NT = R*nT**2/(2*b)
fn, fN = -R*n**2 + 2*b*N, R*n**2/2 - b*N - c*(N - NT)
sub = {n: nT*(1+p), N: NT*(1+q)}
assert sp.simplify((fn.subs(sub)/nT).subs(R, G/(2*nT)) - G/2*(q - p*(p+2))) == 0
assert sp.simplify(fN.subs(sub)/NT - (b*p*(p+2) - (b+c)*q)) == 0
assert sp.simplify(fn + 2*fN + 2*c*(N - NT)) == 0
J = sp.Matrix([fn, fN]).jacobian([n, N]).subs(n, nT).subs(R, G/(2*nT))
P = sp.expand((J + L*sp.eye(2)).det())
assert sp.simplify(P - (L**2 - (G+b+c)*L + G*c)) == 0
assert sp.simplify(P.subs(L, G) + b*G) == 0 and sp.simplify(P.subs(L, c) + b*c) == 0
xs = lam*x0*sp.exp(-lam*t)/(lam + R*x0*(1 - sp.exp(-lam*t)))
assert sp.simplify(sp.diff(xs, t) + lam*xs + R*xs**2) == 0
Nad = sp.solve(fN, N)[0]
assert sp.simplify(fn.subs(N, Nad) + R*c/(b+c)*(n**2 - nT**2)) == 0
Nq = R*n**2/(2*b)
ndot = -2*c*(Nq - NT)/sp.diff(n + 2*Nq, n)
Phi = b/(2*R*nT)*sp.log((n-nT)/(n+nT)) + sp.log(n**2 - nT**2)
assert sp.simplify(sp.diff(Phi, n)*ndot + c) == 0

def rates(G, b, c):
    S = G + b + c; D = np.sqrt(S*S - 4*G*c)
    return 2*G*c/(S + D), (S + D)/2
def raw(y, R, b, c, NT):
    return np.array([-R*y[0]**2 + 2*b*y[1], R*y[0]**2/2 - b*y[1] - c*(y[1] - NT)])
def times_to(G, b, c, p0, q0, targets):
    f = lambda t, y: [G/2*(y[1] - y[0]*(y[0]+2)), b*y[0]*(y[0]+2) - (b+c)*y[1]]
    jac = lambda t, y: [[-G*(y[0]+1), G/2], [2*b*(y[0]+1), -(b+c)]]
    ev = [(lambda t, y, a=a: y[0] - a) for a in targets]
    ev[-1].terminal = True
    s = solve_ivp(f, (0, 500*(G+b+c)/(G*c)), [p0, q0], method='Radau', jac=jac,
                  rtol=1e-8, atol=1e-18, events=ev)
    return [te[0] for te in s.t_events]
def tail_rate(G, b, c, p0):
    t1, t2 = times_to(G, b, c, p0, 0.0, [1e-6, 1e-8])
    return np.log(100.0)/(t2 - t1)
def t_coth(Geff, p0, p1): return (np.log(p0/(p0+2)) - np.log(p1/(p1+2)))/Geff
def phi(G, b, p): return b/G*np.log(p/(p+2)) + np.log(p*(p+2))

# ---- linear theory against a finite-difference Jacobian (central difference exact for quadratics)
rng = np.random.default_rng(1)
for _ in range(200):
    G_, b_, c_ = 10**rng.uniform(-1.5, 1.5, 3)
    R_ = G_/2; NT_ = R_/(2*b_); y0 = np.array([1.0, NT_])
    Jn = np.array([(raw(y0+h, R_, b_, c_, NT_) - raw(y0-h, R_, b_, c_, NT_))/(2*h.sum())
                   for h in np.diag(0.1*y0)]).T
    ev = np.sort(-np.linalg.eigvals(Jn).real); lm, lp = rates(G_, b_, c_)
    assert abs(ev[0]/lm - 1) < 1e-7 and abs(ev[1]/lp - 1) < 1e-7
    assert ev[0] < min(G_, c_) and ev[1] > max(G_, c_)
    Am = (lp - G_)/(lp - lm)
    for tt in (0.5/lp, 1/lm):
        assert abs(expm(Jn*tt)[0, 0] - Am*np.exp(-lm*tt) - (1-Am)*np.exp(-lp*tt)) < 1e-7

# ---- limits, from the tail of the nonlinear equations
for name, pr, lim in [('c>>b,G vs G', (1, 1, 1e3), 1.0), ('G<<b+c vs Gc/(b+c)', (1e-3, 1, .5), 1e-3/3),
                      ('c<<b vs cG/(b+G)', (2, 1, 1e-3), 2e-3/3), ('c<<b<<G vs c', (1e3, 1, 1e-2), 1e-2)]:
    r = tail_rate(*pr, 1.0)
    assert abs(r/rates(*pr)[0] - 1) < 1e-4 and abs(r/lim - 1) < 3e-3
    print(f"limit {name}, (G,b,c)={pr}: ODE rate/limit = {r/lim:.5f}")
th = times_to(100, 1, 1e-3, 1e3, 1e3*1002, [1e2])[0]
assert abs(np.log(1001/101)/th/5e-4 - 1) < 2e-3
print(f"high density (G,b,c)=(100,1,0.001): decay rate of n/(c/2) = {np.log(1001/101)/th/5e-4:.5f}")

# ---- thermal densities
kB, hbar = K.k/K.e, K.hbar/K.e
N0, cs = 2e10, 3e9
gph = lambda E: 3*E**2/(2*np.pi**2*(hbar*cs)**3)
def thermal(D, th):
    xm = np.sqrt((1+60*th)**2 - 1)
    In = quad(lambda x: 1/(np.exp((np.hypot(x, 1)-1)/th) + np.exp(-1/th)), 0, xm, epsabs=0, epsrel=1e-11)[0]
    IN = quad(lambda e: (e/2)**2/(np.exp((e-2)/th) - np.exp(-2/th)), 2, 2+60*th, epsabs=0, epsrel=1e-11)[0]
    return 4*N0*D*In*np.exp(-1/th), gph(2*D)*D*IN*np.exp(-2/th)
for th in (0.04, 0.02):
    D = 1e-3; a, A = thermal(D, th)
    assert abs(a/(2*N0*D*np.sqrt(2*np.pi*th)*np.exp(-1/th)) - 1 - 3*th/8) < th**2
    assert abs(A/(gph(2*D)*D*th*np.exp(-2/th)) - 1 - th) < th**2
    assert abs(2*A/a**2/(gph(2*D)/(4*np.pi*N0**2*D)) - 1) < th/2
print(f"N0 = {N0:.3g} /(eV um^3), sound speed = {cs*1e-9:.3g} km/s, hbar*c = {hbar*cs:.5g} eV um")

def setup(tag, D, T, tB, tE, u, un):
    nT, NT = thermal(D, kB*T/D); b, c = 1/tB, 1/tE
    R = 2*b*NT/nT**2; G = 2*R*nT; lm, lp = rates(G, b, c)
    print(f"{tag}: Delta = {D*1e3:.3g} meV, T = {T:.3g} K, kT = {kB*T*1e3:.5g} meV, kT/Delta = {kB*T/D:.4f}")
    print(f"{tag}: tau_B = {tB:.4g} ns, tau_esc = {tE:.4g} ns, F = 1+b/c = {1+b/c:.4g}")
    print(f"{tag}: g(2Delta) = {gph(2*D):.5g} /(eV um^3), N0*Delta = {N0*D:.4g} /um^3")
    print(f"{tag}: nT = {nT:.5g} /um^3, NT = {NT:.5g} /um^3")
    print(f"{tag}: R/b = {R/b:.5g} um^3 (low-T form {gph(2*D)/(4*np.pi*N0**2*D):.5g}), R = {R*1e9:.5g} um^3/s")
    print(f"{tag}: n* = {b/(2*R):.5g} /um^3, n*/(N0 Delta) = {b/(2*R*N0*D):.4g}, G/b = {G/b:.5g}")
    print(f"{tag}: 1/G = {1/G/u:.5g} {un}, 1/lam- = {1/lm/u:.5g} {un}, 1/lam+ = {1/lp:.5g} ns")
    print(f"{tag}: G/lam- = {G/lm:.5g}, lam-/c = {lm/c:.5g}, 4NT/(nT+4NT) = {4*NT/(nT+4*NT):.5g}")
    print(f"{tag}: slow-mode amplitude A- = {(lp-G)/(lp-lm):.6g}")
    return nT, NT, R, G, b, c, lm

# ---- example A: small gap, low density
nT, NT, R, G, b, c, lm = setup('A', 2e-4, 0.3, 0.2, 2.0, 1e3, 'us')
p0, p1 = 10.0, 1.0
r = tail_rate(G, b, c, p0); assert abs(r/lm - 1) < 1e-4 and abs(r*(1+b/c)/G - 1) < 1e-3
tn = times_to(G, b, c, p0, 0, [p1])[0]; tf = t_coth(G*c/(b+c), p0, p1)
tb = times_to(G, b, 1e5*b, p0, 0, [p1])[0]; tbf = t_coth(G, p0, p1)
assert abs(tn/tf - 1) < 1e-3 and abs(tb/tbf - 1) < 1e-3
print(f"A: dn0 = {p0*nT:.5g} /um^3, 2R n0/(b+c) = {G*(1+p0)/(b+c):.3g}, R* = {R*c/(b+c)*1e9:.5g} um^3/s")
print(f"A: F/G = {(1+b/c)/G/1e3:.5g} us, ODE tail time = {1/r/1e3:.5g} us")
print(f"A: time for dn -> dn0/10: ODE {tn/1e3:.5g} us, coth law {tf/1e3:.5g} us")
print(f"A: same, bare law {tbf/1e3:.5g} us, ODE with c = 1e5 b {tb/1e3:.5g} us")

# ---- example B: large gap, strong bottleneck
nT, NT, R, G, b, c, lm = setup('B', 5e-3, 15.0, 1e-3, 5e-2, 1e-3, 'ps')
dn = 1e7
for start in ([nT, NT + dn], [nT + dn, NT]):      # phonon injection, then quasiparticle injection
    C = start[0] + 2*start[1]; lam = np.sqrt(b*b + 4*R*b*C); ns = (lam - b)/(2*R)
    ts = np.linspace(0, 12/lam, 25); x0 = start[0] - ns
    s = solve_ivp(lambda t, y: raw(y, R, b, 0.0, NT), (0, ts[-1]), start, method='DOP853',
                  t_eval=ts, rtol=1e-11, atol=1e-4)
    nf = ns + lam*x0*np.exp(-lam*ts)/(lam + R*x0*(1 - np.exp(-lam*ts)))
    assert np.max(np.abs(s.y[0]/nf - 1)) < 1e-8
p0, ps = dn/nT, ns/nT - 1; p1 = ps/10
r = tail_rate(G, b, c, p0)
assert abs(r/lm - 1) < 1e-4 and abs(r/(c*4*NT/(nT+4*NT)) - 1) < c/b
dphi = phi(G, b, ps) - phi(G, b, p1)
tn = times_to(G, b, c, p0, 0, [p1])[0]; th2 = times_to(G, b, c/2, p0, 0, [p1])[0]
e1, e2 = tn*c/dphi - 1, th2*c/2/dphi - 1
assert 0 < e1 < 2*c/b and 1.8 < e1/e2 < 2.2
t10 = times_to(10*G, 10*b, c, p0, 0, [p1])[0]; t2c = times_to(G, b, 2*c, p0, 0, [p1])[0]
assert abs(t10/tn - 1) < 2*c/b and abs(2*t2c/tn - 1) < 2*c/b
tb = times_to(G, b, 1e5*b, p0, 0, [p1])[0]; tbf = t_coth(G, p0, p1)
assert abs(tb/tbf - 1) < 1e-3
print(f"B: dn0 = {dn:.3g} /um^3, n0 = {nT+dn:.5g} /um^3, n0/(N0 Delta) = {(nT+dn)/(N0*5e-3):.3g}")
print(f"B: C = {C:.5g} /um^3, 1/lam = {1e3/lam:.5g} ps, ns = {ns:.5g} /um^3, Ns = {(C-ns)/2:.5g} /um^3")
print(f"B: p0 = {p0:.5g}, ps = {ps:.5g}, target p1 = ps/10 = {p1:.5g}, Phi drop = {dphi:.5g}")
print(f"B: (b+G)/(cG) = {1e3*(b+G)/(c*G):.5g} ps, ODE tail time = {1e3/r:.5g} ps")
print(f"B: time to target: ODE {tn*1e3:.5g} ps, implicit law {dphi/c*1e3:.5g} ps")
print(f"B: relative error of law {e1:.4g} at c, {e2:.4g} at c/2, ratio {e1/e2:.4g}")
print(f"B: ODE with R,b x10: {t10*1e3:.5g} ps; with c x2: {t2c*1e3:.5g} ps")
print(f"B: bare law {tbf*1e3:.5g} ps, ODE with c = 1e5 b {tb*1e3:.5g} ps, slowdown {tn/tbf:.4g}")
print("finished without a failed check")
```

Running it gives:

```
limit c>>b,G vs G, (G,b,c)=(1, 1, 1000.0): ODE rate/limit = 0.99900
limit G<<b+c vs Gc/(b+c), (G,b,c)=(0.001, 1, 0.5): ODE rate/limit = 0.99956
limit c<<b vs cG/(b+G), (G,b,c)=(2, 1, 0.001): ODE rate/limit = 0.99989
limit c<<b<<G vs c, (G,b,c)=(1000.0, 1, 0.01): ODE rate/limit = 0.99900
high density (G,b,c)=(100,1,0.001): decay rate of n/(c/2) = 0.99994
N0 = 2e+10 /(eV um^3), sound speed = 3 km/s, hbar*c = 1.9746e-06 eV um
A: Delta = 0.2 meV, T = 0.3 K, kT = 0.025852 meV, kT/Delta = 0.1293
A: tau_B = 0.2 ns, tau_esc = 2 ns, F = 1+b/c = 11
A: g(2Delta) = 3.1583e+09 /(eV um^3), N0*Delta = 4e+06 /um^3
A: nT = 3294.2 /um^3, NT = 0.017711 /um^3
A: R/b = 3.2641e-09 um^3 (low-T form 3.1416e-09), R = 16.32 um^3/s
A: n* = 1.5318e+08 /um^3, n*/(N0 Delta) = 38.3, G/b = 2.1505e-05
A: 1/G = 9.3001 us, 1/lam- = 102.3 us, 1/lam+ = 0.18181 ns
A: G/lam- = 11, lam-/c = 1.955e-05, 4NT/(nT+4NT) = 2.1505e-05
A: slow-mode amplitude A- = 0.999982
A: dn0 = 32942 /um^3, 2R n0/(b+c) = 0.000215, R* = 1.4837 um^3/s
A: F/G = 102.3 us, ODE tail time = 102.3 us
A: time for dn -> dn0/10: ODE 93.742 us, coth law 93.737 us
A: same, bare law 8.5216 us, ODE with c = 1e5 b 8.5217 us
B: Delta = 5 meV, T = 15 K, kT = 1.2926 meV, kT/Delta = 0.2585
B: tau_B = 0.001 ns, tau_esc = 0.05 ns, F = 1+b/c = 51
B: g(2Delta) = 1.9739e+12 /(eV um^3), N0*Delta = 1e+08 /um^3
B: nT = 5.7272e+06 /um^3, NT = 1.4397e+06 /um^3
B: R/b = 8.7783e-08 um^3 (low-T form 7.854e-08), R = 87783 um^3/s
B: n* = 5.6959e+06 /um^3, n*/(N0 Delta) = 0.05696, G/b = 1.0055
B: 1/G = 0.99453 ps, 1/lam- = 100.22 ps, 1/lam+ = 0.00049615 ns
B: G/lam- = 100.78, lam-/c = 0.49888, 4NT/(nT+4NT) = 0.50137
B: slow-mode amplitude A- = 0.503614
B: dn0 = 1e+07 /um^3, n0 = 1.5727e+07 /um^3, n0/(N0 Delta) = 0.157
B: C = 1.8607e+07 /um^3, 1/lam = 0.36434 ps, ns = 9.9376e+06 /um^3, Ns = 4.3345e+06 /um^3
B: p0 = 1.7461, ps = 0.73515, target p1 = ps/10 = 0.073515, Phi drop = 4.5941
B: (b+G)/(cG) = 99.726 ps, ODE tail time = 100.22 ps
B: time to target: ODE 231.41 ps, implicit law 229.7 ps
B: relative error of law 0.007436 at c, 0.003713 at c/2, ratio 2.003
B: ODE with R,b x10: 229.87 ps; with c x2: 116.56 ps
B: bare law 2.5621 ps, ODE with c = 1e5 b 2.5621 ps, slowdown 90.32
finished without a failed check
```
